# Burt-Foreman operator ordering and the in-plane heavy-hole mass in quantum wells

A hole in a quantum well moves freely in the plane of the layers and is confined along the growth axis $z$. Its envelope functions obey an effective-mass equation whose coefficients change from one layer to the next. In a uniform crystal the term that mixes the valence states $X$ and $Z$ is $\tfrac12Nk_xk_z$. In a well $N$ depends on $z$, while $k_z=-i\,d/dz$ differentiates whatever stands to its right, so $Nk_z$, $k_zN$ and $\tfrac12(Nk_z+k_zN)$ are different operators. All three reduce to the same bulk limit, so the zero-field bulk dispersion $E(\mathbf k)$ cannot choose between them. The choice affects how fast the heavy-hole subband bends with in-plane momentum.

Hartree atomic units are used ($\hbar=m_e=e=1$): energies are in hartree and lengths in bohr. Energies are electron energies, so valence bands bend downwards. A prime denotes $d/dz$.

## Assumptions

1. The wave function is $\psi=\sum_nF_nU_n$, with slowly varying envelopes $F_n$ and one set of real, periodic zone-centre functions $U_n$ for all layers. The momentum matrix elements $p^\alpha_{nm}$ are then independent of position.
2. The band edges $E_n(z)$ vary along $z$. Mixing of different $U_n$ by the interface potential at $k=0$ is neglected, as are inversion-asymmetry terms and $k$-linear spin-orbit terms.
3. Remote bands lie far from the valence edge $E_v(z)$ compared with the subband energies and the envelope kinetic energies.
4. From Lemma 3 on, the spin-orbit splitting is large enough that only the $J=3/2$ quartet matters.

## Theorem

**(a)** In the basis $X,Y,Z$, apart from $E_v(z)$,
$$H_{XX}=\tfrac12(k_xLk_x+k_yMk_y+k_zMk_z),\qquad H_{XY}=\tfrac12(k_xN_+k_y+k_yN_-k_x),$$
and cyclically. If $F,G,H_1,H_2$ are the contributions of remote bands of symmetry $\Gamma_1,\Gamma_{12},\Gamma_{15},\Gamma_{25}$, then
$$L=1+F+2G,\quad M=1+H_1+H_2,\quad N_+=F-G,\quad N_-=H_1-H_2 .$$

**(b)** Call the operator order in (a) Burt-Foreman (BF) ordering, and let $D=N_+-N_-$. Symmetrised ordering, which replaces both $N_\pm$ by $N/2$ with $N=N_++N_-$, omits
$$H_{\rm BF}-H_{\rm sym}=\tfrac14D'(z)\,(k_xL_y-k_yL_x),$$
where $L_x,L_y$ are orbital angular-momentum matrices.

**(c)** Consider a symmetric well whose top heavy-hole level lies above the whole odd light-hole spectrum by a finite gap. For $z>0$ let its envelope satisfy $f>0$, $f'\le0$, and let $N<0$, $N'\ge0$, $D'\ge0$, with $D$ not constant. Then the inverse in-plane hole masses at $k_x=0$ satisfy $1/m_{\rm sym}>1/m_{\rm BF}$: when both inverse masses are positive, symmetrisation makes the hole too light.

## Lemma 1: elimination fixes the order

Acting with $-\tfrac12\nabla^2$ on $F_nU_n$ gives a term $\tfrac12k^2F_n$, a cross term with $\mathbf p\cdot\mathbf k$, and a term absorbed in the band edges. There is no first-order coupling within the valence set: for real functions $p^\alpha_{ij}$ is antisymmetric in $i,j$, whereas tetrahedral symmetry permits only a symmetric coupling there. The equations for valence ($i$) and remote ($r$) envelopes are therefore
$$EF_i=(E_v+\tfrac12k^2)F_i+\sum_{r,\alpha}p^\alpha_{ir}k_\alpha F_r,\qquad
(E-E_r)F_r=\sum_{j,\beta}p^\beta_{rj}k_\beta F_j .$$
In the second, the remote kinetic energy and remote-remote coupling are dropped by assumption 3. Dividing by $E-E_r(z)$ and substituting gives
$$H_{ij}=\delta_{ij}(E_v+\tfrac12k^2)+\sum_{\alpha\beta}k_\alpha\Big[\sum_r\frac{p^\alpha_{ir}p^\beta_{rj}}{E-E_r(z)}\Big]k_\beta .$$
The left operator comes from the return to the valence band and the right one from the departure. The position-dependent denominator stays between them. Replacing $E$ by $E_v(z)$ costs a relative error of first order in energy over remote gap. Hence
$$H_{ij}=\delta_{ij}E_v+\tfrac12\sum_{\alpha\beta}k_\alpha T_{i\alpha,j\beta}k_\beta,\quad
T_{i\alpha,j\beta}=\delta_{ij}\delta_{\alpha\beta}+2\sum_r\frac{p^\alpha_{ir}p^\beta_{rj}}{E_v-E_r}.$$

## Lemma 2: symmetry splits $N$

The pairs (valence state, momentum direction) span nine dimensions. Under the tetrahedral group they split into four different irreducible sets:

- $\Gamma_1$: $(Xx+Yy+Zz)/\sqrt3$;
- $\Gamma_{12}$: $(2Zz-Xx-Yy)/\sqrt6$ and $(Xx-Yy)/\sqrt2$;
- $\Gamma_{15}$: $(Xy+Yx)/\sqrt2$ and cyclic;
- $\Gamma_{25}$: $(Xy-Yx)/\sqrt2$ and cyclic.

Each set occurs once, so by Schur's lemma a remote multiplet contributes a multiple of the projector $\Pi$ on its own set. Normalise these multiples by
$$T=1+3F\,\Pi_1+3G\,\Pi_{12}+2H_1\Pi_{15}+2H_2\Pi_{25}.$$
The coefficients follow from four entries:

- $L$ is the entry $(Xx,Xx)$. The projectors give $\tfrac13$ for $\Gamma_1$ and $\tfrac16+\tfrac12=\tfrac23$ for $\Gamma_{12}$, so $L=1+F+2G$.
- $N_+$ is the entry $(Xx,Yy)$, which multiplies $k_x\cdots k_y$. The projectors give $\tfrac13$ and $\tfrac16-\tfrac12=-\tfrac13$, so $N_+=F-G$.
- $M$ is the entry $(Xy,Xy)$. It is $\tfrac12$ for both $\Gamma_{15}$ and $\Gamma_{25}$, so $M=1+H_1+H_2$.
- $N_-$ is the entry $(Xy,Yx)$, which multiplies $k_y\cdots k_x$. It is $\tfrac12$ and $-\tfrac12$, so $N_-=H_1-H_2$.

This proves (a).

**Remark.** The Luttinger parameters are defined by $L=-(\gamma_1+4\gamma_2)$, $M=-(\gamma_1-2\gamma_2)$, $N=-6\gamma_3$. They fix the sum $N_++N_-$ but not the split. One further fact is needed. If $\Gamma_{25}$ remote bands are negligible, $H_2=0$ and
$$N_-=M-1=-(1+\gamma_1-2\gamma_2),\qquad N_+=-6\gamma_3-N_- .$$

**Proof of (b).** Write $N_\pm=(N\pm D)/2$. For any function $u$,
$$(Dk_z-k_zD)u=-iDu'+i(Du)'=iD'u .$$
Therefore
$$N_+k_z+k_zN_-=\tfrac12(Nk_z+k_zN)+\tfrac i2D'.$$
Multiplication by $\tfrac12k_x$ shows that $H_{XZ}$ gains $\tfrac i4k_xD'$ over its symmetrised form. The conjugate element $H_{ZX}=\tfrac12k_x(k_zN_++N_-k_z)$ gains $-\tfrac i4k_xD'$. With $(L_j)_{kl}=-i\epsilon_{jkl}$ one has $(L_y)_{XZ}=i$ and $(L_y)_{ZX}=-i$, so the gain is $\tfrac14D'k_xL_y$. The pair $Y,Z$ gains $\tfrac i4k_yD'$ in $H_{YZ}$; since $(L_x)_{YZ}=-i$, this is $-\tfrac14D'k_yL_x$. In $H_{XY}$ nothing is lost, because $k_x$ and $k_y$ commute with functions of $z$. $\square$

The missing term lives where the material changes. If $D$ is uniform, the two orderings agree.

## Lemma 3: the in-plane mass

Take $k_y=0$ and quantise spin along $y$, with spin phases such that $\sigma_z{\uparrow}={\downarrow}$ and $\sigma_x{\uparrow}=i{\downarrow}$. The matrices $L_j$ then give
$$\mathbf L\cdot\boldsymbol\sigma\,X{\uparrow}=-iZ{\uparrow}+iY{\downarrow},\quad
\mathbf L\cdot\boldsymbol\sigma\,Y{\downarrow}=Z{\uparrow}-iX{\uparrow},\quad
\mathbf L\cdot\boldsymbol\sigma\,Z{\uparrow}=iX{\uparrow}+Y{\downarrow}.$$
These three states form a closed set; the other three are their time-reversed partners. The quartet has $\mathbf L\cdot\boldsymbol\sigma=1$, and substitution shows that this holds for
$$|{\rm HH}\rangle=\frac{X{\uparrow}+iY{\downarrow}}{\sqrt2},\qquad
|{\rm LH}\rangle=\frac{iX{\uparrow}+Y{\downarrow}+2Z{\uparrow}}{\sqrt6}.$$

The heavy-hole diagonal element is $\tfrac12(H_{XX}+H_{YY})$. Since $\tfrac12(L+M)=-(\gamma_1+\gamma_2)$,
$$H_{\rm HH}=E_v-\tfrac12k_z\eta k_z-\tfrac12(\gamma_1+\gamma_2)k_x^2,\qquad \eta=\gamma_1-2\gamma_2 .$$
At $k_x=0$ the light-hole element is $\tfrac16(H_{XX}+H_{YY}+4H_{ZZ})$. Since $\tfrac13(M+2L)=-(\gamma_1+2\gamma_2)$,
$$H_{\rm LH}=E_v-\tfrac12k_z\Lambda k_z,\qquad \Lambda=\gamma_1+2\gamma_2 .$$
To first order in $k_x$ the coupling comes from $X$ in HH and $Z$ in LH:
$$V=\frac1{\sqrt2}\frac2{\sqrt6}H_{XZ}=\frac{\sqrt3}6k_x(N_+k_z+k_zN_-)\equiv k_xv .$$

Let $f$ be the top heavy-hole envelope, with energy $E_1$, and $g_n$ the light-hole envelopes, with energies $E_n$. In a symmetric well the subband is even in $k_x$. Define its mass by $E(k_x)=E_1-k_x^2/2m+\dots$. The remaining terms, a coupling of order $k_x^2$ and a light-hole term linear in $k_x$, enter beyond order $k_x^2$. Second-order perturbation theory gives
$$\frac1m=\langle\gamma_1+\gamma_2\rangle-2\sum_n\frac{|\langle f|v|g_n\rangle|^2}{E_1-E_n}.$$
Light holes below $E_1$ push the subband up, reduce its downward curvature and make the hole heavier.

The sum becomes a differential equation. The adjoint of $v$ acts as
$$v^\dagger f=\tfrac{\sqrt3}6(k_zN_++N_-k_z)f=-i\tfrac{\sqrt3}6\,s,\qquad s=(N_+f)'+N_-f'=Nf'+N_+'f .$$
Let $G(z)$ solve $(E_1-H_{\rm LH})G=s$, that is
$$-\tfrac12(\Lambda G')'+(E_1-E_v)G=s .$$
Because $(\sqrt3/6)^2=\tfrac1{12}$, and with $f$ left unnormalised,
$$\frac1m=\langle\gamma_1+\gamma_2\rangle-\frac16\,\frac{\int sG\,dz}{\int f^2dz}.$$
From here on $G$ denotes this response, not the $\Gamma_{12}$ coefficient.

**Proof of (c).** The functions $f$ and $\langle\gamma_1+\gamma_2\rangle$ are the same for both orderings, since neither contains $N_\pm$. In a symmetric well $f$ is even, while $s$ and $G$ are odd, so it suffices to take $z>0$ with $G(0)=0$. There
$$s_{\rm sym}=Nf'+\tfrac12N'f\ge0,\qquad s_{\rm BF}=s_{\rm sym}+\delta,\qquad \delta=\tfrac12D'f\ge0 .$$
The operator $K=E_1-H_{\rm LH}$ is positive on odd functions, by the assumed level order. For a source $s\ge0$, $G=K^{-1}s$ is the unique minimum of $\tfrac12\langle G,KG\rangle-\langle s,G\rangle$. Replacing $G$ by $|G|$ leaves the first term unchanged and cannot increase the second, so $G\ge0$. Consequently
$$\langle s_{\rm BF},K^{-1}s_{\rm BF}\rangle-\langle s_{\rm sym},K^{-1}s_{\rm sym}\rangle
=2\langle\delta,K^{-1}s_{\rm sym}\rangle+\langle\delta,K^{-1}\delta\rangle>0 .$$
Burt-Foreman mixing is stronger and its inverse mass smaller. $\square$

**Remark.** The result concerns curvature at $k_x=0$. It does not order the two subbands at finite $k_x$. If an odd light-hole level lies above $E_1$, $K$ is no longer positive and the proof fails.

## A square well worked through

Take round model parameters with one $\Gamma_1$ and one $\Gamma_{15}$ remote set. Let $P$ be the modulus of the $X$–$\Gamma_1$ momentum matrix element along $x$, and $Q$ the modulus of the element joining $X$ along $y$ to the $Z$-like $\Gamma_{15}$ state. Set $2P^2=0.9$ and $2Q^2=0.6$ hartree. The $\Gamma_1$ gaps are 0.06 (well) and 0.12 (barrier) hartree; the $\Gamma_{15}$ gaps are 0.20 and 0.24 hartree. Then

- well: $N_+=-0.9/0.06=-15$, $N_-=-0.6/0.20=-3$, $N=-18$, $(\gamma_1,\gamma_2,\gamma_3)=(6,2,3)$;
- barrier: $N_+=-7.5$, $N_-=-2.5$, $N=-10$, $(\gamma_1,\gamma_2,\gamma_3)=(3.167,0.833,1.667)$.

Thus $\eta=2$ and $\Lambda=10$ in the well, and $\eta=1.5$ and $\Lambda=4.833$ in the barrier. The width is $a=80$ bohr (4.23 nm) and the valence offset $V_0=0.006$ hartree (163 meV), with $E_v=0$ in the well.

**Confinement.** Put $E_1=-e$. In the well $f=\cos qz$ with $q=\sqrt{2e/2}$. In the barrier $f=f_0e^{-\kappa x}$, where $x=z-a/2$ and $\kappa=\sqrt{2(V_0-e)/1.5}$. Continuity of $f$ and $\eta f'$ requires $2q\tan(qa/2)=1.5\kappa$. Numerical root finding gives $e=8.145\times10^{-4}$ hartree, $q=0.02854$ and $\kappa=0.08315$ bohr$^{-1}$, and $f_0=0.4161$. The barrier holds a fraction 0.0376 of the probability, so
$$\langle\gamma_1+\gamma_2\rangle=8(1-0.0376)+4(0.0376)=7.850 .$$

**Response.** For $z>0$ the sources inside the layers are $18q\sin qz$ and $10\kappa f_0e^{-\kappa x}$. The solutions are
$$G=c\sin qz+A\sin pz\ \text{(well)},\qquad G=de^{-\kappa x}+Be^{-\mu x}\ \text{(barrier)},$$
with $p=\sqrt{2e/10}=0.01276$ and $\mu=\sqrt{2(V_0-e)/4.833}=0.04632$ bohr$^{-1}$. Inserting the particular parts and using $e=q^2$,
$$c=\frac{18q}{5q^2-e}=\frac{4.5}q=157.7,\qquad
d=\frac{10\kappa f_0}{V_0-e-\tfrac12(4.833)\kappa^2}=-30.0\ \text{bohr}.$$
At the interface $G$ is continuous. Integrating the response equation across it, where $(N_+f)'$ contains a delta function, gives
$$\tfrac12\Lambda_wG'_w-\tfrac12\Lambda_bG'_b=(N_{+,b}-N_{+,w})f_0=7.5f_0=3.121 .$$
For symmetrised ordering the right side is $[-5-(-9)]f_0=4f_0=1.665$. This is the sole change. The two linear conditions yield $A=-177.7$, $B=86.5$ bohr for Burt-Foreman ordering and $A=-190.9$, $B=80.1$ bohr for symmetrised ordering. The interface values $G=d+B$ are 56.5 and 50.1 bohr.

**Masses.** The integral $\tfrac16\int sG/\int f^2$ has parts from well, interface and barrier (totals formed before rounding):
$$\text{BF: }2.875+1.063+1.017=4.955,\qquad \text{sym: }2.604+0.502+0.913=4.020 .$$
Hence
$$\frac1{m_{\rm BF}}=7.850-4.955=2.895,\qquad \frac1{m_{\rm sym}}=7.850-4.020=3.830 .$$
The masses are $0.345\,m_e$ and $0.261\,m_e$. Symmetrisation overestimates the inverse mass by 32% of the Burt-Foreman value. Of the lost mixing, 0.94, the interface term accounts for 0.56 and the well and barrier terms for the rest. Both factors of the interface term change. With $G$ held at its Burt-Foreman value, the weaker interface source alone removes $1.063\,(1-4/7.5)=0.50$; the remaining 0.44 follows because $G$ itself is smaller.

The same calculation for other widths gives:

| $a$ (bohr) | $1/m_{\rm BF}$ | $1/m_{\rm sym}$ |
|---|---|---|
| 40 | 2.08 | 3.53 |
| 80 | 2.89 | 3.83 |
| 120 | 3.44 | 4.05 |
| 200 | 4.10 | 4.41 |

The distortion fades in wide wells. There $q\approx\pi/a$, and the matching condition gives $f_0\approx\eta_wq/(\eta_b\kappa)$, so the envelope at the interface, which multiplies the lost source, falls as $1/a$. The normalisation $\int f^2dz$ grows as $a$ while the interface value of $G$ saturates, so the excess $1/m_{\rm sym}-1/m_{\rm BF}$ tends to fall as $1/a^2$; the widths in the table are still short of that regime.

## Finite momentum and the remote bands

To follow the subband away from $k_x=0$, let the remote gaps and valence edge interpolate linearly with
$$w(z)=\tfrac12\Big[{\rm erf}\frac{z+a/2}{\sigma}-{\rm erf}\frac{z-a/2}{\sigma}\Big],\qquad \sigma=8\ \text{bohr},\ a=80\ \text{bohr}.$$
Here $w=1$ denotes well material and $w=0$ barrier material. The quartet Hamiltonian was diagonalised in plane waves with period 300 bohr and wave numbers up to 0.8 bohr$^{-1}$. The inverse masses at $k_x=0$ become 2.825 (Burt-Foreman) and 3.786 (symmetrised).

A larger Hamiltonian keeps the remote envelopes, with their kinetic energy, instead of eliminating them. It contains no ordering choice, because its couplings $p^\alpha k_\alpha$ have constant coefficients. Remote-remote coupling is still omitted. The plane-wave cutoff must be chosen with care here. At the unscaled gaps the free-electron term eventually turns the heavy-hole branch upwards, and it returns to its band edge at $k_z=\sqrt{2(2Q^2-\text{gap})}$, with the $\Gamma_{15}$ gap: 0.85 bohr$^{-1}$ in the barrier and 0.89 bohr$^{-1}$ in the well. Plane waves beyond this range put spurious states into the gap. With the cutoff kept at 0.8 bohr$^{-1}$, safely below this range, the inverse mass is also 2.825; lowering the cutoff to 0.5 bohr$^{-1}$ leaves that value unchanged. Multiplying the remote gaps and the squared couplings together by 4, 16 or 64, which preserves the bulk parameters, changes this by about $10^{-4}$ at most. Lemma 1 allows a larger elimination error at the original gaps. The near-independence found here is a numerical observation particular to this well and does not hold in general: for $a=120$ bohr (period 340 bohr) the unscaled larger Hamiltonian gives 3.390, while the Burt-Foreman value, approached at scale 64, is 3.376. The difference is negative for narrower wells (about $-0.01$ at $a=60$ bohr) and passes through zero near $a=80$ bohr.

The descent $E(0)-E(k_x)$ of the top subband, in $10^{-4}$ hartree, is:

| $k_x$ (bohr$^{-1}$) | Burt-Foreman | symmetrised |
|---|---|---|
| 0.005 | 0.343 | 0.455 |
| 0.010 | 1.246 | 1.572 |
| 0.020 | 3.233 | 2.335 |

With gaps and squared couplings scaled by 64, the larger Hamiltonian gives 0.343, 1.246 and 3.232. The symmetrised subband starts too steep, as part (c) requires, but it then flattens and turns back up: its descent is $2.52\times10^{-4}$ hartree at $k_x=0.016$ bohr$^{-1}$ and smaller again at $k_x=0.020$ bohr$^{-1}$, while the Burt-Foreman subband is still falling. At $k_x=0.020$ bohr$^{-1}$ it lies 6.35 meV below its starting point instead of 8.80 meV. The distortion is therefore one of shape, and rescaling the mass cannot repair it. The reversal lies outside the second-order expansion. At $k_x=0$ the first light-hole level is only $1.12\times10^{-3}$ hartree below the heavy-hole level, and the descents at the largest $k_x$ are 0.2 to 0.3 of that spacing, so higher orders need not be small. That level is even and absent from the second-order sum; which higher-order terms drive the reversal is not isolated here.
